# Maximally Localized Wannier Functions in One Dimension from Parallel Transport

An electron moves in a one-dimensional crystal with period $a$ and $G=2\pi/a$. A group of $J$ bands is separated by a gap from all other bands at every $k$; bands within the group may touch. Interactions enter at most through the one-particle potential. The task is to find the most compact Wannier functions that span the group.

**Conventions.** Bloch functions are $\psi_{nk}(x)=e^{ikx}u_{nk}(x)$, with $u_{nk}$ periodic in $x$ and normalized over one cell. Brackets of $u$'s are cell integrals; brackets of $w$'s are integrals over the line. The $u_{nk}$, $n=1,\dots,J$, are any orthonormal frame of the group at $k$, not necessarily energy eigenstates, with $\psi_{n,k+G}=\psi_{nk}$, so

$$u_{n,k+G}=e^{-iGx}u_{nk}.\tag{1}$$

The Wannier functions are, with $R$ a lattice vector and $k$ integrated over one zone,

$$w_{nR}(x)=w_n(x-R)=\frac{a}{2\pi}\int dk\,e^{-ikR}\psi_{nk}(x).\tag{2}$$

Choosing the frame is choosing the gauge. $P$ projects onto the whole group, $P_k$ onto its cell-periodic parts at $k$; $Q=1-P$ and $Q_k=1-P_k$. Because of the gap, $P_k$ is a contour integral of the resolvent of $H_k=e^{-ikx}He^{ikx}$ and is smooth in $k$. Admitted Wannier sets have finite second moments, which means that $\partial_k u$ is square integrable. The quantity to minimize is

$$\Omega=\sum_{n=1}^{J}\left(\langle w_n|x^2|w_n\rangle-\langle w_n|x|w_n\rangle^2\right).$$

## (a) Splitting the spread

*Separate $\Omega$ into a part that leaves the group and a part that stays inside it. When does the second part vanish?*

**Solution.** Insert $1=P+Q$ between the two factors of $x$, with $P=\sum_{mR}|w_{mR}\rangle\langle w_{mR}|$:

$$\langle w_n|x^2|w_n\rangle=\langle w_n|xQx|w_n\rangle+\sum_{mR}|\langle w_{mR}|x|w_n\rangle|^2 .$$

The term $m=n$, $R=0$ is $\langle w_n|x|w_n\rangle^2$ and cancels the subtraction in $\Omega$. Hence $\Omega=\Omega_I+\tilde\Omega$ with

$$\Omega_I=\sum_n\langle w_n|xQx|w_n\rangle,\qquad
\tilde\Omega=\sum_n\sum_{(m,R)\ne(n,0)}|\langle w_{mR}|x|w_n\rangle|^2\ge0.\tag{3}$$

Since $PxPw_n=\sum_{mR}w_{mR}\langle w_{mR}|x|w_n\rangle$, $\tilde\Omega=0$ holds if and only if

$$PxP\,w_n=x_nw_n,\qquad x_n=\langle w_n|x|w_n\rangle,\qquad n=1,\dots,J.\tag{4}$$

The translates then follow. If $T_Rf(x)=f(x-R)$, then $xT_R=T_Rx+RT_R$, and $T_R$ commutes with $P$, so $PxP\,w_{nR}=(x_n+R)w_{nR}$.

Equation (4) does not make $w_n$ an eigenfunction of $x$. The part $Qxw_n$ remains, and its squared norm is the spread of $w_n$.

## (b) The part no gauge can change

*Show that $\Omega_I$ depends on the band group alone, and express it through band energies and matrix elements.*

**Solution.** In $xw_n$, write $xe^{ikx}=-i\partial_ke^{ikx}$ and integrate by parts. The boundary term vanishes because $\psi_{nk}$ is periodic in $k$:

$$xw_n=\frac{a}{2\pi}\int dk\,e^{ikx}\,i\partial_ku_{nk}.\tag{5}$$

For two functions of this type, with cell-periodic parts $f_k$ and $h_k$, the integral over the line is a cell integral times $\sum_Re^{i(k-k')R}=(2\pi/a)\,\delta(k-k')$ within one zone. Therefore

$$\left\langle \tfrac{a}{2\pi}\!\int\! dk'\,e^{ik'x}f_{k'}\Big|\tfrac{a}{2\pi}\!\int\! dk\,e^{ikx}h_k\right\rangle=\frac{a}{2\pi}\int dk\,\langle f_k|h_k\rangle.\tag{6}$$

$Q$ acts on (5) as $Q_k$ under the integral, so

$$\Omega_I=\frac{a}{2\pi}\int dk\sum_n\|Q_k\partial_ku_{nk}\|^2 .$$

Differentiating $u=P_ku$ gives $\partial_ku=(\partial_kP_k)u+P_k\partial_ku$, hence $Q_k\partial_ku=Q_k(\partial_kP_k)u$. The sum over $n$ is then the trace of $P_k(\partial_kP_k)Q_k(\partial_kP_k)P_k$, which contains no gauge choice. To evaluate it, differentiate $[H_k,P_k]=0$ and take the element between an energy eigenstate $c$ outside the group and $v$ inside it:

$$\langle c|\partial_kH_k|v\rangle+(E_c-E_v)\langle c|\partial_kP_k|v\rangle=0.$$

Thus

$$\Omega_I=\frac{a}{2\pi}\int dk\sum_{v}\sum_{c}\frac{|\langle c|\partial_kH_k|v\rangle|^2}{(E_c-E_v)^2}.\tag{7}$$

Only gaps to bands outside the group occur in the denominators, so a touching inside the group does no harm.

## (c) The eigenvalue condition in the Brillouin zone

*Translate (4) into a condition on the frame $u_{nk}$.*

**Solution.** The function $w_{mR}$ has cell-periodic part $e^{-ikR}u_{mk}$. Equations (5) and (6) give

$$\langle w_{mR}|x|w_n\rangle=\frac{a}{2\pi}\int dk\,e^{ikR}A_{mn}(k),\qquad A_{mn}=i\langle u_{mk}|\partial_ku_{nk}\rangle.\tag{8}$$

The Berry connection $A$ is Hermitian because the frame is orthonormal, and periodic in $k$ because the phase in (1) does not depend on $k$. The matrix elements are its Fourier coefficients. All except those with $m=n$, $R=0$ vanish if and only if

$$A_{mn}(k)=x_n\delta_{mn}\quad\text{for every }k.\tag{9}$$

By Parseval's theorem, any other gauge costs the off-diagonal elements of $A$ and the variation of its diagonal elements over the zone.

## (d) Transport without rotation inside the group

*Starting from an orthonormal frame at $k_0$, construct a frame $\bar u_n(k)$ of the group whose connection vanishes.*

**Solution.** Write $P'=\partial_kP_k$ and solve

$$\partial_k\bar u_n=K\bar u_n,\qquad K=[P',P]=P'P-PP'.\tag{10}$$

Three properties are needed.

*Orthonormality.* $P$ and $P'$ are Hermitian, so $K^\dagger=PP'-P'P=-K$, and scalar products are conserved.

*The frame stays in the group.* From $P^2=P$ follows $P'=P'P+PP'$. Multiplying by $P$ on both sides gives $PP'P=2PP'P$, so $PP'P=0$. Hence $QP'P=P'P$ and $QK=P'P$. With $Q'=-P'$,

$$\partial_k(Q\bar u)=-P'\bar u+P'P\bar u=-P'(Q\bar u).$$

This is a linear homogeneous equation with initial value zero, so $Q\bar u=0$ for all $k$.

*Zero connection.* For $\bar u=P\bar u$, (10) becomes $\partial_k\bar u=P'\bar u$, and $\langle\bar u_m|\partial_k\bar u_n\rangle=\langle\bar u_m|PP'P|\bar u_n\rangle=0$.

The frame moves only as the space itself turns; its derivative has no component inside the group.

## (e) The mismatch after one zone

*Does $\bar u_n$ satisfy (1)? Describe the failure, and find how it depends on the starting frame and on $k_0$.*

**Solution.** In general it does not. Both $\bar u_n(k_0+G)$ and $e^{-iGx}\bar u_n(k_0)$ are orthonormal frames of the same space, so they differ by a unitary matrix, the Wilson loop $W$:

$$\bar u_n(k_0+G)=\sum_me^{-iGx}\bar u_m(k_0)W_{mn}.\tag{11}$$

Since $P_{k+G}=e^{-iGx}P_ke^{iGx}$, and $K$ transforms likewise, $\bar u_n(k+G)$ and $\sum_me^{-iGx}\bar u_m(k)W_{mn}$ obey the same differential equation. They agree at $k_0$, hence at all $k$. Beginning at $k_1$ with the frame $\bar u(k_1)$ therefore gives the same $W$. A different starting frame $\sum_m\bar u_mB_{mn}$, with $B$ unitary, changes $W$ to $B^\dagger WB$. The eigenvalues of $W$ depend on neither choice.

To relate $W$ to a connection, take a smooth frame $u$ obeying (1), with $u(k_0)=\bar u(k_0)$, and write $\bar u_n=\sum_mu_mU_{mn}$. Zero connection of $\bar u$ requires

$$0=\langle u_m|\partial_k\bar u_n\rangle=(-iAU+\partial_kU)_{mn},\qquad \partial_kU=iAU,\quad U(k_0)=1.\tag{12}$$

Comparison with (11) gives $W=U(k_0+G)$, the path-ordered exponential of $i\int A\,dk$ with later $k$ to the left. Part (f) shows that such a frame exists.

## (f) Closing the frame

*Use the eigenvectors of $W$ to construct a frame that satisfies both (1) and (9), and read off the centres.*

**Solution.** A unitary matrix has an orthonormal eigenbasis: $WV=V\Lambda$ with $V$ unitary and $\Lambda_n=e^{i\theta_n}$. Define

$$x_n=\frac{a}{2\pi}\theta_n,\qquad
\tilde u_n(k)=e^{-i(k-k_0)x_n}\sum_m\bar u_m(k)V_{mn}.\tag{13}$$

For closure, advance $k$ by $G$ and use the relation found in (e):

$$\tilde u_n(k+G)=e^{-iGx_n}e^{-i(k-k_0)x_n}\sum_me^{-iGx}\bar u_m(k)(WV)_{mn}
=e^{-iGx_n}e^{i\theta_n}\,e^{-iGx}\tilde u_n(k).$$

Since $Gx_n=\theta_n$, the two phases cancel and (1) holds. For the connection, only the phase factor in (13) contributes within the group, because $\bar u$ has zero connection and $V$ is constant:

$$i\langle\tilde u_m|\partial_k\tilde u_n\rangle=i(-ix_n)\delta_{mn}=x_n\delta_{mn}.$$

This is (9). The Wannier functions made from $\tilde u$ have $\tilde\Omega=0$ and $\Omega=\Omega_I$, the smallest value possible. They are eigenstates of $PxP$, with eigenvalues

$$x_n+R=\frac{a}{2\pi}\theta_n+R.\tag{14}$$

Adding $2\pi$ to $\theta_n$ moves $w_n$ by one cell, so a centre is defined modulo $a$. For $J=1$, (12) gives $\theta=\int A\,dk$. The construction then spreads the Berry phase evenly over the zone.

## (g) Uniqueness, localization and failure

*Are there other minimizers? How do the functions decay, and where does the argument stop?*

**Solution.** Since $\tilde\Omega=0$ can be reached, every minimizer has $\tilde\Omega=0$ and obeys (9). Set $v_n=e^{i(k-k_0)x_n}u_n$. Then $P\partial_kv_n=ix_nv_n-ix_nv_n=0$, so $\partial_kv_n=Q\partial_kv_n=P'v_n=Kv_n$, which is the transport equation. Closure of $u_n$ makes $v_n(k_0)$ an eigenvector of the Wilson loop. Every minimizer thus arises from (13).

If all centres differ modulo $a$, the functions are unique up to constant phases, labels and lattice shifts. If some coincide, choose representatives with equal $x_n$. Any constant unitary mixing of them is again a minimizer: the total spread is unchanged, though the individual spreads may change.

On finite combinations of the $w_{nR}$, $PxP$ is symmetric and has a complete orthonormal set of eigenvectors with real eigenvalues. It therefore has one self-adjoint extension, with the spectrum (14).

For potentials such as the one below, $P_k$ is analytic in a strip around the real $k$ axis. The solution of (10), and with it $\tilde u$, is then analytic there, and its closure relation continues into the strip. In (2) with $R=0$ the contour can be moved to $k+i\kappa$, since the two sides cancel by periodicity. This produces a factor $e^{-\kappa x}$, and the opposite shift serves for negative $x$. The functions decay exponentially.

If the gap to the outside closes, $P_k$ need not be smooth and (10) can fail. In two dimensions, $\tilde\Omega=0$ would require both $A_x$ and $A_y$ to be constant and diagonal. The curvature $\partial_{k_x}A_y-\partial_{k_y}A_x-i[A_x,A_y]$ would then vanish, so a group with nonzero curvature cannot reach $\tilde\Omega=0$.

## (h) One group or separate bands?

*Suppose two bands are also separated from each other. Compare the joint construction with two single-band constructions.*

**Solution.** From (12), $\partial_k\ln\det U=i\,\mathrm{Tr}A$, so

$$\sum_nx_n=\frac{a}{2\pi}\int dk\,\mathrm{Tr}A\pmod a.\tag{15}$$

In a frame of smooth single-band states, $\mathrm{Tr}A=A_{11}+A_{22}$, and each term integrates to a single-band centre. The sums of centres agree modulo $a$; the individual centres need not.

The single-band construction makes $A_{11}$ and $A_{22}$ constant but leaves $A_{12}$. The argument leading to (7), applied to one band, gives $|A_{12}|=|\langle1|\partial_kH_k|2\rangle|/|E_2-E_1|$. With Parseval's theorem and the two elements $A_{12}$ and $A_{21}$,

$$\tilde\Omega_{\rm sep}=2\,\frac{a}{2\pi}\int dk\,\frac{|\langle1|\partial_kH_k|2\rangle|^2}{(E_2-E_1)^2}.\tag{16}$$

A small gap inside the pair can make separate functions broad, while (7) does not contain that gap.

A limit shows the difference. If the true period is $a/2$, the two bands are one band folded into the smaller zone, and they touch at its edge. The separate construction is then unavailable. The joint one works if the pair is isolated from all other bands. A shift by $a/2$ maps the spectrum of $PxP$ onto itself, and there are two eigenvalues per length $a$, so $x_2=x_1+a/2$ modulo $a$.

## (i) A finite mesh

*Replace (10) by a rule that uses overlaps of neighbouring frames, and find the order of its error.*

**Solution.** Let $k_j=k_0+jh$ with $h=G/N$. Diagonalization at $k_{j+1}$ gives a frame $c$ with arbitrary phases and mixing. Form $M_{mn}=\langle c_m|\bar u_n(k_j)\rangle$ and its polar decomposition $M=BS$, with $B$ unitary and $S$ positive. Take $\bar u_n(k_{j+1})=\sum_mc_mB_{mn}$. The overlap of the new frame with the old one is $B^\dagger M=S$, which is Hermitian: the step contains no rotation inside the group. The last step compares with $e^{-iGx}\bar u(k_0)$ and yields $W$.

For the error, consider the exactly transported frame and its overlap $F(h)=\langle\bar u(q+h/2)|\bar u(q-h/2)\rangle$ about a midpoint $q$. Exchanging the sides gives $F(-h)=F(h)^\dagger$, so odd powers of $h$ are anti-Hermitian and even powers Hermitian. The first-order term is proportional to $\langle\bar u|\partial_k\bar u\rangle=0$. The anti-Hermitian part begins at $h^3$, so the polar factor of $F$ differs from unity by $O(h^3)$. Over $N=G/h$ steps, the error of $W$, and hence of its eigenphases, is $O(h^2)$.

## (j) Two unequal wells per cell

*Apply the construction to the two lowest bands of*

$$H=\frac{p^2}{2m}+V_1\cos\!\left(\frac{2\pi x}{a}+\varphi\right)+V_2\cos\frac{4\pi x}{a},$$

*with $V_1=8$ and $V_2=30$ in units of $\hbar^2/(ma^2)$, and $\varphi=0.6$. Interpret the centres and spreads.*

**Solution.** The $V_2$ term has minima at $a/4$ and $3a/4$. There the $V_1$ term equals $-V_1\sin\varphi$ and $+V_1\sin\varphi$, so the well near $a/4$ is deeper.

In the same energy unit, the second band ends at 4.588 and the third begins at 33.091. The gap above the pair is $33.091-4.588=28.503$. Within the pair, the gap is $1.597-(-5.793)=7.390$.

At $k_0=-\pi/a$, in the basis of the two energy eigenstates, $|W_{11}|=0.943$ and $|W_{12}|=0.333$. The squares add to $0.889+0.111=1.000$, as unitarity demands. The off-diagonal element shows that transport through the joint space mixes the bands. The eigenphases are 1.65807 and 4.60034, so

$$\frac{x_1}{a}=\frac{1.65807}{2\pi}=0.26389,\qquad
\frac{x_2}{a}=\frac{4.60034}{2\pi}=0.73217.$$

Both centres lie slightly inward from $a/4$ and $3a/4$. The slope of the $V_1$ term, $-(2\pi V_1/a)\sin(2\pi x/a+\varphi)$, is negative at $a/4$ and positive at $3a/4$, so it moves the potential minima in these same directions.

An independent calculation diagonalizes $PxP$ in real space on a ring of 20 cells, without Bloch functions. The coordinate must jump somewhere on a ring, so eigenvalues far from the jump are used. The two sets of centres differ by at most $2.4\times10^{-14}a$, and the ladder $x_n+R$ is confirmed over seven cells. The overlaps of the transported functions with the eigenvectors of $PxP$ are unity to rounding.

The distinction between $x$ and $PxP$ is visible in the norms. For the first function, built on a mesh of 480 points, $\|(PxP-x_1)w_1\|=9.5\times10^{-9}a$, which is zero up to the mesh error, whereas $\|(x-x_1)w_1\|=0.112a$. The square of the latter is its spread, $0.0125a^2$.

The total spread is $0.012482+0.014806=0.027288$ in units of $a^2$, equal to the value of (7) at the printed precision. Other gauges compare as follows.

| Gauge | $\Omega/a^2$ | $\tilde\Omega/a^2$ |
|---|---:|---:|
| joint transport | 0.0273 | 0 (derived) |
| separate bands | 0.0864 | 0.0591 |
| a smooth $k$-dependent mixing | 0.3159 | 0.2886 |

In the last two rows $\tilde\Omega$ was computed from the position matrix elements in (3), and the tests confirm $\Omega=\Omega_I+\tilde\Omega$. Treating the bands separately multiplies the total spread by $0.0864/0.0273\approx3.2$. By (16), the whole excess comes from the coupling between the two bands. The separate centres, $0.2971a$ and $0.6989a$, differ from the joint ones, but both pairs sum to $0.9961a$, as (15) requires.

The weight of $w_1$ farther than $a$, $2a$ and $3a$ from its centre is $1.5\times10^{-4}$, $5.3\times10^{-7}$ and $2.8\times10^{-9}$. This rapid fall is consistent with the exponential decay derived in (g).

With 10, 20 and 40 mesh points, the largest centre error relative to the continuous transport is $3.07\times10^{-5}a$, $7.71\times10^{-6}a$ and $1.93\times10^{-6}a$. The successive ratios are both close to 4, in agreement with the second-order law of (i). The remaining values are in the numerical output.

## Calculated quantities

```
V1 = 8.0, V2 = 30.0 hbar^2/(m a^2); phi = 0.6 rad
band 1: min -7.0516, max -5.7930 hbar^2/(m a^2)
band 2: min 1.5971, max 4.5884 hbar^2/(m a^2)
band 3: min 33.0913, max 45.8441 hbar^2/(m a^2)
gap above the pair: 28.5029 hbar^2/(m a^2)
|W_11| = 0.94284, |W_12| = 0.33323 (band basis at k = -pi/a)
function 1: Wilson eigenphase 1.658071 rad (in 0..2pi)
  centre from Wilson loop 0.26389025 a
  centre from P x P       0.26389025 a
  spread 0.012482 a^2
  1 - |overlap with P x P eigenvector| = 6.7e-16
  norm of (PxP - x_n)w = 9.5e-09 a
  norm of (x - x_n)w   = 0.11172 a
  weight beyond 1, 2, 3 a from centre: 1.52e-04, 5.28e-07, 2.80e-09
function 2: Wilson eigenphase 4.600339 rad (in 0..2pi)
  centre from Wilson loop 0.73216665 a
  centre from P x P       0.73216665 a
  spread 0.014806 a^2
  1 - |overlap with P x P eigenvector| = -2.2e-16
  norm of (PxP - x_n)w = 1.0e-08 a
  norm of (x - x_n)w   = 0.12168 a
  weight beyond 1, 2, 3 a from centre: 2.52e-04, 9.96e-07, 5.61e-09
largest centre difference, two routes: 2.4e-14 a
largest ladder error, 7 cells: 6.4e-15 a
Omega_I from band geometry: 0.027288 a^2
total spread, transport functions: 0.027288 a^2
band 1 alone: centre 0.297147 a, spread 0.034361 a^2
band 2 alone: centre 0.698910 a, spread 0.052024 a^2
separate bands: total 0.086385 a^2, off-diagonal part 0.059096 a^2
smooth mixing: total 0.315932 a^2, off-diagonal part 0.288644 a^2
sum of centres: pair 0.996057 a, separate bands 0.996057 a
overlap formula, 10 k points: largest centre error 3.07e-05 a
overlap formula, 20 k points: largest centre error 7.71e-06 a
overlap formula, 40 k points: largest centre error 1.93e-06 a
```
